# Two dipole-coupled Drude oscillators: normal modes, dispersion energy and instability: a numerical check

```python
"""Two identical isotropic Drude oscillators coupled by the dipole interaction.

Result under test, in atomic units (hbar = 1, 4 pi eps0 = 1):
  E(R) = (w/2)[2 sqrt(1+a) + 2 sqrt(1-a) + sqrt(1+2a) + sqrt(1-2a) - 6]
       = -(3/4) alpha^2 w/R^6 - (45/64) alpha^4 w/R^12 - ...
for R^3 > 2 alpha, with an instability at R^3 = 2 alpha.
Symbols: w = frequency, m = mass, q = mobile charge, R = distance along z,
alpha = q^2/(m w^2) = static polarizability, a = alpha/R^3.
The R^-8 energy from the next Coulomb term is tested separately.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import binom

alpha, w, m = 10.0, 0.5, 1.0
q2 = alpha * m * w**2
hartree_mev = 1000 * physical_constants["Hartree energy in eV"][0]

# Expand the Coulomb energy of the four charges in the displacements.
x1, y1, z1, x2, y2, z2 = coords = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
t = sp.Symbol("t", real=True)
Rs = sp.Symbol("R", positive=True)


def inverse_distance(dx, dy, dz):
    return 1 / sp.sqrt((t * dx)**2 + (t * dy)**2 + (Rs + t * dz)**2)


coulomb = (1 / Rs + inverse_distance(x2 - x1, y2 - y1, z2 - z1)
           - inverse_distance(x2, y2, z2) - inverse_distance(-x1, -y1, -z1))
orders = [sp.expand(sp.diff(coulomb, t, k).subs(t, 0) / sp.factorial(k))
          for k in range(4)]
assert sp.simplify(orders[0]) == 0 and sp.simplify(orders[1]) == 0
dipole_form = (x1 * x2 + y1 * y2 - 2 * z1 * z2) / Rs**3
assert sp.simplify(orders[2] - dipole_form) == 0

# Force matrix from the expanded Coulomb energy, not from the mode formula.
coupling_matrix = sp.lambdify(Rs, sp.hessian(orders[2], coords), "numpy")


def force_matrix(R):
    return m * w**2 * np.eye(6) + q2 * np.array(coupling_matrix(R), float)


def mode_energy(R):
    squared = np.linalg.eigvalsh(force_matrix(R)) / m
    return 0.5 * np.sum(np.sqrt(squared)) - 3 * w


def closed_form(R):
    a = alpha / R**3
    return 0.5 * w * (2 * np.sqrt(1 + a) + 2 * np.sqrt(1 - a)
                      + np.sqrt(1 + 2 * a) + np.sqrt(1 - 2 * a) - 6)


def formula_frequencies(R):
    a = alpha / R**3
    return w * np.sqrt(np.array([1 - 2*a, 1 - a, 1 - a, 1 + a, 1 + a, 1 + 2*a]))


def position_matrix(size):
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    return (lower + lower.T) / np.sqrt(2 * m * w)


def axis_ground_energy(R, axis, size):
    """Lowest energy of the coupled pair on one axis, number-state basis."""
    strength = force_matrix(R)[axis, axis + 3]
    x = position_matrix(size)
    n = np.arange(size)
    bare = w * (n[:, None] + n[None, :] + 1.0).ravel()
    return np.linalg.eigvalsh(np.diag(bare) + strength * np.kron(x, x))[0]


for R in (3.0, 4.0, 6.0):
    freqs = np.sqrt(np.linalg.eigvalsh(force_matrix(R)) / m)
    assert np.allclose(freqs, formula_frequencies(R), rtol=1e-11)
    quantum = sum(axis_ground_energy(R, ax, 24) for ax in range(3)) - 3 * w
    assert abs(quantum - closed_form(R)) < 1e-9

# Static response of an isolated oscillator and of the pair along z.
field_z = np.array([0, 0, 1, 0, 0, 1.0])


def pair_polarizability(R):
    return q2 * field_z @ np.linalg.solve(force_matrix(R), field_z)


assert abs(pair_polarizability(1e5) / 2 - alpha) < 1e-9
for R in (3.0, 6.0):
    expected = 2 * alpha / (1 - 2 * alpha / R**3)
    assert abs(pair_polarizability(R) / expected - 1) < 1e-10

# Series coefficients by perturbation recursion in units of w.
levels = 8
x = position_matrix(levels) * np.sqrt(m * w)
perturbation = np.kron(x, x)
n = np.arange(levels)
excitation = (n[:, None] + n[None, :]).ravel().astype(float)
states = [np.eye(levels**2)[0]]
energies = [0.0]
for k in range(1, 7):
    energies.append(perturbation[0] @ states[k - 1])
    source = -perturbation @ states[k - 1]
    source += sum(energies[j] * states[k - j] for j in range(1, k + 1))
    new_state = np.zeros(levels**2)
    new_state[1:] = source[1:] / excitation[1:]
    states.append(new_state)
coefficient = [energies[k] * (1 + 1 + (-2)**k) for k in range(7)]
assert np.allclose([coefficient[1], coefficient[3], coefficient[5]], 0, atol=1e-13)
assert np.allclose([coefficient[2], coefficient[4], coefficient[6]],
                   [-3 / 4, -45 / 64, -693 / 512], atol=1e-12)
# Only the state with one quantum on each oscillator enters at first order.
assert np.flatnonzero(np.abs(states[1]) > 1e-13).tolist() == [levels + 1]
assert excitation[levels + 1] == 2


def general_series(R, terms):
    a = alpha / R**3
    return w * sum(binom(0.5, 2 * k) * (2 + 4**k) * a**(2 * k)
                   for k in range(1, terms + 1))


assert abs(general_series(3.0, 60) - mode_energy(3.0)) < 1e-11
assert all(binom(0.5, 2 * k) < 0 for k in range(1, 61))

# Instability located as a root of the smallest force constant.
R_root = brentq(lambda R: np.linalg.eigvalsh(force_matrix(R))[0], 2.4, 4.0,
                xtol=1e-13)
R_c = (2 * alpha)**(1 / 3)
assert abs(R_root - R_c) < 1e-10
soft_mode = np.linalg.eigh(force_matrix(R_c))[1][:, 0]
assert abs(abs(soft_mode @ field_z) / np.sqrt(2) - 1) < 1e-10
E_c = w * (np.sqrt(1.5) + np.sqrt(2) - 3)
assert abs(mode_energy(R_c * (1 + 1e-10)) - E_c) < 1e-4


def slope(relative_gap):
    R = R_c * (1 + relative_gap)
    h = 1e-3 * relative_gap * R_c
    return (mode_energy(R + h) - mode_energy(R - h)) / (2 * h)


# A hundredfold smaller gap must give a tenfold larger attractive force.
force_ratio = slope(1e-6) / slope(1e-4)
assert slope(1e-4) > 0 and abs(force_ratio / 10 - 1) < 0.05

# Below the critical distance the lowest energy never settles.
R_below = 0.9 * R_c
sizes = (12, 18, 24)
falling = [axis_ground_energy(R_below, 2, size) for size in sizes]
assert falling[0] - falling[1] > 0.5 * w and falling[1] - falling[2] > 0.5 * w
settled = [axis_ground_energy(3.0, 2, size) for size in sizes]
assert abs(settled[1] - settled[2]) < 1e-8

# The next Coulomb term: excitation energy and second-order coefficient.
cubic = sp.expand(orders[3] * Rs**4)
ground = sp.exp(-m * w * sum(c**2 for c in coords) / 2)
trial = cubic * ground
h_trial = sum(-sp.diff(trial, c, 2) / (2 * m) + m * w**2 * c**2 * trial / 2
              for c in coords)
point = dict(zip(coords, (0.31, -0.72, 0.55, 0.83, 0.24, -0.47)))
local_energy = float((h_trial.subs(point) / trial.subs(point)).evalf())
assert abs(local_energy - 3 * w - 3 * w) < 1e-9
# Each monomial puts one or two powers on each oscillator, three in all.
for powers in sp.Poly(cubic, *coords).monoms():
    assert sorted((sum(powers[:3]), sum(powers[3:]))) == [1, 2]

variance = 1 / (2 * m * w)
mean_square = 0.0
for powers, factor in sp.Poly(sp.expand(cubic**2), *coords).terms():
    if all(p % 2 == 0 for p in powers):
        moment = 1.0
        for p in powers:
            moment *= float(sp.factorial2(p - 1)) * variance**(p // 2)
        mean_square += float(factor) * moment
C8 = q2**2 * mean_square / (3 * w)
assert abs(C8 / (15 * alpha**2 / (4 * m)) - 1) < 1e-12

# Worked example.
print("Model: two Drude oscillators, atomic units")
print(f"polarizability alpha = {alpha:.1f} bohr^3")
print(f"frequency w = {w:.2f} hartree")
print(f"mass m = {m:.1f} electron masses")
print(f"squared charge q^2 = {q2:.3f} e^2")
print(f"rms displacement per axis, isolated = {np.sqrt(variance):.4f} bohr")
print("Series coefficients from perturbation recursion, units of w")
for k in (2, 4, 6):
    print(f"  coefficient of a^{k} = {coefficient[k]:.8f}")
R = 6.0
print(f"Example distance R = {R:.1f} bohr, a = {alpha / R**3:.6f}")
labels = ("longitudinal in-phase", "transverse out-of-phase (two)",
          "transverse in-phase (two)", "longitudinal out-of-phase")
mode_values = np.sqrt(np.linalg.eigvalsh(force_matrix(R)) / m)
for label, index in zip(labels, (0, 1, 3, 5)):
    print(f"  {label}: {mode_values[index]:.6f} hartree")
print("Energies in hartree: closed form | R^-6 term | R^-6 plus R^-12")
for R in (3.0, 4.0, 6.0, 8.0):
    a = alpha / R**3
    one = coefficient[2] * w * a**2
    two = one + coefficient[4] * w * a**4
    exact = mode_energy(R)
    assert exact < two < one < 0
    print(f"  R = {R:.0f} bohr: {exact:.6e} | {one:.6e} | {two:.6e}")
    print(f"    share of closed form: {100 * one / exact:.3f} %"
          f" | {100 * two / exact:.3f} %")
R = 6.0
r12_term = coefficient[4] * w * (alpha / R**3)**4
r8_term = -C8 / R**8
print(f"closed-form energy at 6 bohr = {mode_energy(R) * hartree_mev:.4f} meV")
print(f"R^-12 term at 6 bohr = {r12_term:.4e} hartree")
print(f"C8 from next Coulomb term = {C8:.3f} hartree bohr^8")
print(f"omitted R^-8 energy at 6 bohr = {r8_term:.4e} hartree")
print(f"ratio of R^-8 to R^-12 energy at 6 bohr = {r8_term / r12_term:.1f}")
print(f"critical distance, numerical root = {R_root:.6f} bohr")
print(f"critical distance, (2 alpha)^(1/3) = {R_c:.6f} bohr")
print(f"energy at critical distance = {E_c:.6f} hartree")
print(f"force ratio for gap 1e-6 R_c against 1e-4 R_c = {force_ratio:.3f}")
print(f"pair polarizability along z at 6 bohr = {pair_polarizability(6.0):.4f} bohr^3")
print(f"pair polarizability along z at 3 bohr = {pair_polarizability(3.0):.4f} bohr^3")
print(f"Lowest z-axis energy at 0.9 R_c = {R_below:.4f} bohr, by basis size")
for size, value in zip(sizes, falling):
    print(f"  {size} levels per oscillator: {value:.4f} hartree")
print("ALL CHECKS PASSED")
```

It prints:

```
Model: two Drude oscillators, atomic units
polarizability alpha = 10.0 bohr^3
frequency w = 0.50 hartree
mass m = 1.0 electron masses
squared charge q^2 = 2.500 e^2
rms displacement per axis, isolated = 1.0000 bohr
Series coefficients from perturbation recursion, units of w
  coefficient of a^2 = -0.75000000
  coefficient of a^4 = -0.70312500
  coefficient of a^6 = -1.35351563
Example distance R = 6.0 bohr, a = 0.046296
  longitudinal in-phase: 0.476290 hartree
  transverse out-of-phase (two): 0.488289 hartree
  transverse in-phase (two): 0.511443 hartree
  longitudinal out-of-phase: 0.522636 hartree
Energies in hartree: closed form | R^-6 term | R^-6 plus R^-12
  R = 3 bohr: -6.080327e-02 | -5.144033e-02 | -5.805560e-02
    share of closed form: 84.601 % | 95.481 %
  R = 4 bohr: -9.375314e-03 | -9.155273e-03 | -9.364821e-03
    share of closed form: 97.653 % | 99.888 %
  R = 6 bohr: -8.053769e-04 | -8.037551e-04 | -8.053702e-04
    share of closed form: 99.799 % | 99.999 %
  R = 8 bohr: -1.431023e-04 | -1.430511e-04 | -1.431023e-04
    share of closed form: 99.964 % | 100.000 %
closed-form energy at 6 bohr = -21.9154 meV
R^-12 term at 6 bohr = -1.6151e-06 hartree
C8 from next Coulomb term = 375.000 hartree bohr^8
omitted R^-8 energy at 6 bohr = -2.2327e-04 hartree
ratio of R^-8 to R^-12 energy at 6 bohr = 138.2
critical distance, numerical root = 2.714418 bohr
critical distance, (2 alpha)^(1/3) = 2.714418 bohr
energy at critical distance = -0.180521 hartree
force ratio for gap 1e-6 R_c against 1e-4 R_c = 10.020
pair polarizability along z at 6 bohr = 22.0408 bohr^3
pair polarizability along z at 3 bohr = 77.1429 bohr^3
Lowest z-axis energy at 0.9 R_c = 2.4430 bohr, by basis size
  12 levels per oscillator: -1.7668 hartree
  18 levels per oscillator: -3.5305 hartree
  24 levels per oscillator: -5.3926 hartree
ALL CHECKS PASSED
```
